**Testing the intrinsic-diffusivity ratio at the Kirkendall plane**

The program tests $D_B/D_A=(N_B^+P-N_B^-R)/(N_A^-R-N_A^+P)$ for a binary couple of constant molar volume. Here $D_i$ are intrinsic diffusivities, $N_i^\mp$ are the left and right end mole fractions, and $P$ and $R$ are the integrals of $Y$ to the left and of $1-Y$ to the right of the marker plane, with $Y$ the normalized profile of B. For a model Nb–Ti couple, it solves the similarity profile from prescribed diffusivities and asserts that the integrals recover both diffusivities and the marker position. The recovered ratio is 2.2506, equal to the prescribed one to the digits printed. A separate time-dependent calculation moves atoms between lattice cells using intrinsic fluxes alone; it gives a ratio of 2.2504 and a marker shift of 36.014 μm, against 36.018 μm from the similarity solution. Further assertions cover the atom count, the pure-end limit $P/R$, the marker sensitivity and the failure of the formula 20 μm away from the Kirkendall plane. The output also sizes the errors caused by a misread marker, unequal atomic volumes and unsubtracted pores.

## Numerical check

```python
"""
Result under test: in a binary diffusion couple of constant molar volume,
    D_B/D_A = (NBR*P - NBL*R) / (NAL*R - NAR*P)   at the Kirkendall plane.
D_B, D_A : intrinsic diffusivities, fluxes taken relative to the lattice
NBL, NBR : mole fractions of B in the left and right end members
NAL, NAR : the same for A, equal to 1-NBL and 1-NBR
Y        : (N_B-NBL)/(NBR-NBL), the normalized composition profile
P        : integral of Y from the far left to the Kirkendall plane
R        : integral of 1-Y from the Kirkendall plane to the far right
Example: A = Nb, B = Ti, with rough model diffusivities.
Internal units are micrometre and second; lam = x/sqrt(t).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp, solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import erf

CM2 = (constants.centi / constants.micro) ** 2   # um^2 in one cm^2
TIME = 24 * constants.hour
ROOT_T = np.sqrt(TIME)
LEFT, RIGHT = 0.60, 0.95
PRE_TI, PRE_NB = 4.0e-8, 1.5e-8                  # cm^2/s
FALL_TI, FALL_NB = 9.0, 8.0


def d_ti(n_ti):
    return PRE_TI * CM2 * np.exp(-FALL_TI * (1 - n_ti))


def d_nb(n_ti):
    return PRE_NB * CM2 * np.exp(-FALL_NB * (1 - n_ti))


def brackets(left, right, p, r):
    """Amounts of B and A exchanged through the marker plane, as lengths."""
    return right * p - left * r, (1 - left) * r - (1 - right) * p


class Couple:
    """Similarity solution; vol is the atomic volume of B over that of A.

    The volume fraction phi of B obeys a diffusion equation for any vol.
    """

    def __init__(self, left, right, d_b, d_a, lo, hi, vol=1.0):
        self.left, self.right = left, right
        self.d_b, self.d_a = d_b, d_a
        self.lo, self.hi, self.vol = lo, hi, vol
        phi_l, phi_r = [vol * n / (vol * n + 1 - n) for n in (left, right)]
        grid = np.linspace(lo, hi, 600)
        guess = phi_l + (phi_r - phi_l) * (1 + erf(grid)) / 2
        start = np.vstack([guess, self.inter(guess) * np.gradient(guess, grid)])

        def equations(lam, y):
            slope = y[1] / self.inter(y[0])
            return np.vstack([slope, -lam / 2 * slope])

        def ends(ya, yb):
            return np.array([ya[0] - phi_l, yb[0] - phi_r])

        result = solve_bvp(equations, ends, grid, start, tol=1e-8,
                           max_nodes=30000)
        assert result.success, result.message
        self.sol = result.sol
        scan = np.linspace(lo, hi, 4001)
        gap = self.velocity(scan) - scan / 2
        changes = np.where(gap[:-1] * gap[1:] < 0)[0]
        assert len(changes) == 1                  # a single Kirkendall plane
        i = changes[0]
        self.lam_k = brentq(lambda s: float(self.velocity(s)) - s / 2,
                            scan[i], scan[i + 1], xtol=1e-13)

    def mole(self, phi):
        return phi / (phi + self.vol * (1 - phi))

    def inter(self, phi):
        n = self.mole(phi)
        return (1 - phi) * self.d_b(n) + phi * self.d_a(n)

    def fraction(self, lam):
        return self.mole(self.sol(lam)[0])

    def slope(self, lam):
        phi, flux = self.sol(lam)
        return flux / self.inter(phi)

    def velocity(self, lam):
        n = self.fraction(lam)
        return (self.d_b(n) - self.d_a(n)) * self.slope(lam)

    def y(self, lam):
        return (self.fraction(lam) - self.left) / (self.right - self.left)

    def integrals(self, lam):
        a = np.linspace(self.lo, lam, 6001)
        b = np.linspace(lam, self.hi, 6001)
        return simpson(self.y(a), x=a), simpson(1 - self.y(b), x=b)

    def ratio(self, lam):
        b, a = brackets(self.left, self.right, *self.integrals(lam))
        return b / a

    def true_ratio(self, lam):
        n = self.fraction(lam)
        return float(self.d_b(n) / self.d_a(n))


# --- Similarity profile: recover the prescribed diffusivities -------------
couple = Couple(LEFT, RIGHT, d_ti, d_nb, -6.0, 14.0)
lam_k = couple.lam_k
n_k = float(couple.fraction(lam_k))
y_k = float(couple.y(lam_k))
p_lam, r_lam = couple.integrals(lam_k)
p, r = p_lam * ROOT_T, r_lam * ROOT_T
x_k = lam_k * ROOT_T
b_ti, b_nb = brackets(LEFT, RIGHT, p, r)
gradient = float(couple.slope(lam_k)) / ROOT_T
found_ti = b_ti / (2 * TIME * gradient)
found_nb = b_nb / (2 * TIME * gradient)
ratio = b_ti / b_nb
true_ratio = couple.true_ratio(lam_k)
assert abs(ratio / true_ratio - 1) < 1e-4
assert abs(found_ti / d_ti(n_k) - 1) < 1e-4
assert abs(found_nb / d_nb(n_k) - 1) < 1e-4
assert abs((p - r) / x_k - 1) < 1e-4
h = 1e-3
stability = float(couple.velocity(lam_k + h) - couple.velocity(lam_k - h)) / (2 * h)
assert stability < 0.5                            # markers are attracted

# --- Pure end members: the ratio must reduce to P/R -----------------------
pure = Couple(0.0, 1.0, lambda n: 2.0 + 0 * n, lambda n: 1.0 + 0 * n,
              -14.0, 14.0)
pure_p, pure_r = pure.integrals(pure.lam_k)
assert abs(pure_p / pure_r - 2.0) < 1e-4

# --- Marker sensitivity and failure away from the Kirkendall plane --------
sensitivity = n_k / b_ti + (1 - n_k) / b_nb
step = 0.5 / ROOT_T
numeric = np.log(couple.ratio(lam_k + step) / couple.ratio(lam_k - step))
assert abs(numeric / sensitivity - 1) < 1e-2      # difference over 1 um
OFFSET = 20.0
off_lam = lam_k + OFFSET / ROOT_T
off_formula, off_true = couple.ratio(off_lam), couple.true_ratio(off_lam)
assert abs(off_formula / off_true - 1) > 0.10


# --- Time-dependent lattice cells driven only by intrinsic fluxes ---------
def cell_widths(reach):
    widths, size = [], 0.25
    while sum(widths) < reach:
        widths.append(size)
        size = min(size * 1.03, 8.0)
    return np.array(widths)


left_w, right_w = cell_widths(900.0), cell_widths(2800.0)
k = len(left_w)
width0 = np.concatenate([left_w[::-1], right_w])
frac0 = np.where(np.arange(len(width0)) < k, LEFT, RIGHT)
atoms0 = np.column_stack([frac0 * width0, (1 - frac0) * width0])


def edge_fluxes(atoms):
    w = atoms.sum(axis=1)
    f = atoms[:, 0] / w
    pair = w[:-1] + w[1:]
    edge = (f[:-1] * w[1:] + f[1:] * w[:-1]) / pair
    grad = 2 * np.diff(f) / pair
    return np.column_stack([-d_ti(edge) * grad, d_nb(edge) * grad]), edge


def cell_rates(_, state):
    flux, _edge = edge_fluxes(state.reshape(-1, 2))
    rate = np.zeros_like(atoms0)
    rate[:-1] -= flux
    rate[1:] += flux
    return rate.ravel()


run = solve_ivp(cell_rates, (0, TIME), atoms0.ravel(), method="LSODA",
                t_eval=[TIME / 4, TIME], rtol=1e-7, atol=1e-9,
                lband=3, uband=3)
assert run.success
early, final = [run.y[:, i].reshape(-1, 2) for i in (0, 1)]
shift_early = early[:k].sum() - atoms0[:k].sum()
shift_final = final[:k].sum() - atoms0[:k].sum()
width = final.sum(axis=1)
y_cell = (final[:, 0] / width - LEFT) / (RIGHT - LEFT)
p_cell = np.sum(y_cell[:k] * width[:k])
r_cell = np.sum((1 - y_cell[k:]) * width[k:])
cell_ti, cell_nb = brackets(LEFT, RIGHT, p_cell, r_cell)
moved = final[k:].sum(axis=0) - atoms0[k:].sum(axis=0)
flux_final, edge_final = edge_fluxes(final)
flux_k, n_cell = flux_final[k - 1], edge_final[k - 1]
cell_ratio = cell_ti / cell_nb
cell_true = d_ti(n_cell) / d_nb(n_cell)
assert abs(-moved[0] / cell_ti - 1) < 1e-5        # atom count, Ti
assert abs(moved[1] / cell_nb - 1) < 1e-5         # atom count, Nb
assert np.all(np.abs(2 * TIME * flux_k / moved - 1) < 0.01)
# The finite first cells leave a small memory of the start, hence percents.
assert abs(cell_ratio / cell_true - 1) < 0.01
assert abs(shift_final / shift_early - 2) < 0.04
assert abs(shift_final / x_k - 1) < 0.02

# --- Size of neglected effects --------------------------------------------
volume_errors = []
for vol in (0.98, 1.02):
    other = Couple(LEFT, RIGHT, d_ti, d_nb, -6.0, 14.0, vol=vol)
    error = other.ratio(other.lam_k) / other.true_ratio(other.lam_k) - 1
    assert abs(error) < 0.05
    volume_errors.append((vol, error))
pore_width = 0.1 * x_k
pore_b, pore_a = brackets(LEFT, RIGHT, p, r + (1 - y_k) * pore_width)
pore_error = pore_b / pore_a / ratio - 1
MARKER_ERROR = 5.0
low = couple.ratio(lam_k - MARKER_ERROR / ROOT_T)
high = couple.ratio(lam_k + MARKER_ERROR / ROOT_T)
reach_l = -ROOT_T * brentq(lambda s: float(couple.y(s)) - 1e-3, -6, lam_k)
reach_r = ROOT_T * brentq(lambda s: float(couple.y(s)) - 0.999, lam_k, 14)
assert reach_l < 900 and reach_r < 2800

# --- Printed results -------------------------------------------------------
print(f"Anneal time: {TIME / constants.hour:.0f} h = {TIME:.0f} s")
print(f"Ti fraction, left and right: {LEFT:.2f}, {RIGHT:.2f}")
print(f"Ti law: prefactor {PRE_TI:.2e} cm2/s, exponent {FALL_TI:.1f} x N_Nb")
print(f"Nb law: prefactor {PRE_NB:.2e} cm2/s, exponent {FALL_NB:.1f} x N_Nb")
print("Profile: x from contact (um), N_Ti, Y")
for x in (-200, -100, -50, 0, 50, 100, 200, 400, 800):
    s = x / ROOT_T
    print(f"  {x:5d}  {float(couple.fraction(s)):.4f}  {float(couple.y(s)):.4f}")
print(f"Kirkendall plane x_K from marker velocity: {x_k:.3f} um")
print(f"N_Ti and Y at x_K: {n_k:.5f}, {y_k:.5f}")
print(f"Gradient of N_Ti at x_K: {gradient:.5e} per um")
print(f"Integral P: {p:.3f} um")
print(f"Integral R: {r:.3f} um")
print(f"P - R: {p - r:.3f} um")
print(f"Ti bracket: {b_ti:.3f} um")
print(f"Nb bracket: {b_nb:.3f} um")
print(f"D_Ti/D_Nb from integrals: {ratio:.4f}")
print(f"D_Ti/D_Nb prescribed at x_K: {true_ratio:.4f}")
print(f"D_Ti from integrals: {found_ti / CM2:.4e} cm2/s")
print(f"D_Nb from integrals: {found_nb / CM2:.4e} cm2/s")
print(f"Marker stability slope (must be < 0.5): {stability:.4f}")
print(f"Pure-end test, D_B/D_A = 2: P/R = {pure_p / pure_r:.5f}")
print(f"Lattice cells: marker shift at t/4: {shift_early:.3f} um")
print(f"Lattice cells: marker shift at t: {shift_final:.3f} um")
print(f"Lattice cells: ratio from integrals: {cell_ratio:.4f}")
print(f"Lattice cells: prescribed ratio: {cell_true:.4f}")
print(f"Sensitivity d ln(ratio)/dx: {100 * sensitivity:.3f} % per um")
print(f"Ratio if marker read {MARKER_ERROR:.0f} um too far left: {low:.3f}")
print(f"Ratio if marker read {MARKER_ERROR:.0f} um too far right: {high:.3f}")
print(f"Formula misused {OFFSET:.0f} um right of x_K: {off_formula:.3f}")
print(f"Prescribed ratio at that plane: {off_true:.3f}")
for vol, error in volume_errors:
    print(f"Volume ratio Ti/Nb {vol:.2f}: error of ratio {100 * error:+.2f} %")
print(f"Pore width, 10 % of marker shift: {pore_width:.2f} um")
print(f"Largest error if pores are not subtracted: {100 * pore_error:+.2f} %")
print(f"Depth where Y = 0.001, left: {reach_l:.0f} um")
print(f"Depth where 1-Y = 0.001, right: {reach_r:.0f} um")
print("every check passed")
```

Printed output:

```
Anneal time: 24 h = 86400 s
Ti fraction, left and right: 0.60, 0.95
Ti law: prefactor 4.00e-08 cm2/s, exponent 9.0 x N_Nb
Nb law: prefactor 1.50e-08 cm2/s, exponent 8.0 x N_Nb
Profile: x from contact (um), N_Ti, Y
   -200  0.6773  0.2208
   -100  0.7548  0.4422
    -50  0.7868  0.5338
      0  0.8138  0.6107
     50  0.8362  0.6750
    100  0.8551  0.7287
    200  0.8841  0.8118
    400  0.9195  0.9129
    800  0.9452  0.9864
Kirkendall plane x_K from marker velocity: 36.018 um
N_Ti and Y at x_K: 0.83035, 0.65816
Gradient of N_Ti at x_K: 4.31708e-04 per um
Integral P: 123.454 um
Integral R: 87.436 um
P - R: 36.018 um
Ti bracket: 64.820 um
Nb bracket: 28.802 um
D_Ti/D_Nb from integrals: 2.2506
D_Ti/D_Nb prescribed at x_K: 2.2506
D_Ti from integrals: 8.6891e-09 cm2/s
D_Nb from integrals: 3.8609e-09 cm2/s
Marker stability slope (must be < 0.5): 0.0115
Pure-end test, D_B/D_A = 2: P/R = 2.00000
Lattice cells: marker shift at t/4: 18.005 um
Lattice cells: marker shift at t: 36.014 um
Lattice cells: ratio from integrals: 2.2504
Lattice cells: prescribed ratio: 2.2506
Sensitivity d ln(ratio)/dx: 1.870 % per um
Ratio if marker read 5 um too far left: 2.046
Ratio if marker read 5 um too far right: 2.467
Formula misused 20 um right of x_K: 3.197
Prescribed ratio at that plane: 2.269
Volume ratio Ti/Nb 0.98: error of ratio +2.57 %
Volume ratio Ti/Nb 1.02: error of ratio -2.46 %
Pore width, 10 % of marker shift: 3.60 um
Largest error if pores are not subtracted: -2.80 %
Depth where Y = 0.001, left: 437 um
Depth where 1-Y = 0.001, right: 1218 um
every check passed
```
